Interface phonon energy of a single-mode oxide facing vacuum

**Question**

I am working through an exercise on scattering in two-dimensional channels. The channel lies on an oxide, and its electrons can lose energy to lattice vibrations of the oxide near its surface. The oxide has one polar mode, with transverse-optical (TO) energy 20 meV, static relative permittivity 22 and high-frequency relative permittivity 5. I am asked for the phonon energy at the interface between this oxide and vacuum.

My attempt was to take the longitudinal-optical (LO) energy from

E_LO = E_TO √(ε_s/ε_∞) = 20 meV × √(22/5) = 41.95 meV.

But this formula contains nothing about the vacuum, so it can hardly be the answer. A hint says "set the permittivity equal to −1", and there I am stuck. Why −1? How can a permittivity be negative when both given constants are positive? And the vibration must have some wavelength along the surface, so why am I not given one?

**Answer**

Your suspicion is right: 41.95 meV belongs to a vibration deep inside the oxide. At the surface, part of the electric field of the vibration lies in the vacuum, and this changes the restoring force on the ions. To find the new energy we need the response of the lattice at frequency ω, and then the field that can exist at the surface without any external source.

**How the lattice responds**

Let P be the part of the polarization that comes from the displaced ions, and E the macroscopic electric field. I write ε_vac for the vacuum permittivity, to keep it apart from the static relative permittivity ε_s. For one undamped mode in an isotropic oxide, P behaves as a driven harmonic oscillator:

d²P/dt² = −ω_TO² P + C E.

The constant C follows from the static limit. The total polarization in a static field is ε_vac(ε_s − 1)E. The electrons alone supply ε_vac(ε_∞ − 1)E, because ε_∞ describes frequencies too high for the ions to follow but still low for the electrons. The ions supply the difference,

P = ε_vac(ε_s − ε_∞) E (static field).

With d²P/dt² = 0, the equation of motion gives P = C E/ω_TO². Comparison of the two expressions gives

C = ε_vac(ε_s − ε_∞) ω_TO².

Now let everything oscillate at ω, so that d²P/dt² = −ω² P. Then

(ω_TO² − ω²) P = ε_vac(ε_s − ε_∞) ω_TO² E.

The displacement field contains the vacuum term, the electronic response and the ionic polarization:

D = ε_vac ε_∞ E + P.

Inserting P and writing D = ε_vac ε(ω) E, we obtain

ε(ω) = ε_∞ + (ε_s − ε_∞) ω_TO²/(ω_TO² − ω²).

At ω = 0 the fraction is 1 and ε = ε_s. Far above ω_TO it tends to zero and ε tends to ε_∞. These are your two positive constants.

Between these limits the sign can change. Above ω_TO the denominator is negative: like any undamped oscillator driven above its resonance, the ions move in antiphase with the force. Their polarization then opposes the field. Just above resonance it is large enough to outweigh the positive term ε_∞, so that D points against E. A negative ε at such a frequency is therefore a statement about phase, and it does not conflict with a positive static permittivity.

**The field at the surface**

Let the oxide fill z < 0 and the vacuum z > 0, with a flat, sharp interface and no free charge. Take a wave of wavevector q > 0 along x. I assume that q is much larger than ω/c, so that the electric field can be treated as electrostatic at each instant, E = −∇φ. I also assume that the wavelength is long compared with the atomic spacing, so that a permittivity independent of q makes sense.

Within each material div D = 0 gives

ε ∇²φ = 0.

If ε is not zero, we may divide by it and are left with Laplace's equation. The excluded case ε = 0 is the bulk LO vibration, to which I return below. Put φ = f(z) cos(qx), with the common oscillation in time left out. Two derivatives along x give −q², so

d²f/dz² = q² f,

f(z) = a exp(qz) + b exp(−qz).

The potential must not grow without limit far from the surface. In the vacuum this leaves exp(−qz), in the oxide exp(qz). The tangential electric field is continuous, so φ must have the same value A cos(qx) on both sides of z = 0:

φ = A exp(−qz) cos(qx) for z > 0,

φ = A exp(qz) cos(qx) for z < 0.

The remaining condition is that the normal component of D is continuous, since there is no free charge on the surface. With D_z = −ε_vac ε ∂φ/∂z, and ε = 1 in the vacuum, the values at z = 0 are

vacuum: D_z = +ε_vac q A cos(qx),

oxide: D_z = −ε_vac ε(ω) q A cos(qx).

The signs differ because the potential falls away from the surface in both directions. Equating the two and dividing by ε_vac q A cos(qx), which is allowed when A is not zero, gives

ε(ω) = −1.

This is the hint. The normal component of the electric field points away from the surface on both sides, or towards it on both sides, while the normal component of D must keep its direction and size across the surface. That requires D and E to be opposed in the oxide, with the same ratio of magnitudes as in the vacuum.

It also answers your question about the wavelength. The decay constant is q on both sides, so q cancels. Under the stated assumptions the energy is the same for every q, and none has to be given. The wavelength still matters for how far the field reaches.

**Solving for the energy**

Let r = ω²/ω_TO². Dividing the numerator and denominator of the fraction in ε(ω) by ω_TO², we have

ε_∞ + (ε_s − ε_∞)/(1 − r) = −1.

Add 1 to both sides and multiply by 1 − r:

(ε_∞ + 1)(1 − r) + ε_s − ε_∞ = 0.

Expand the product. The two terms in ε_∞ cancel, leaving

ε_s + 1 − (ε_∞ + 1) r = 0,

r = (ε_s + 1)/(ε_∞ + 1).

The equation is linear in r, so there is one solution. A phonon energy is E = ħω, hence r is also the squared ratio of energies, and with the positive root

E_SO = E_TO √[(ε_s + 1)/(ε_∞ + 1)].

The subscript SO stands for surface optical. With your numbers,

r = (22 + 1)/(5 + 1) = 23/6 = 3.8333,

√r = 1.9579,

E_SO = 20 meV × 1.9579 = 39.16 meV.

**The interface phonon energy is about 39.2 meV**, which corresponds to a frequency E_SO/h of 9.47 THz.

You can put the result back into the permittivity. Since 1 − r = −17/6 and ε_s − ε_∞ = 17,

ε = 5 + 17/(−17/6) = 5 − 6 = −1.

**Why the energy lies below the LO energy**

The three energies 20, 39.16 and 41.95 meV belong to the same ionic oscillator. What differs is the electric field that the vibration makes for itself, and the equation of motion shows how.

In a bulk transverse vibration, in the same electrostatic limit, there is no macroscopic field. With E = 0 the equation leaves ω = ω_TO.

In a bulk longitudinal vibration, P points along the wavevector. The condition div D = 0 then requires D itself to vanish, so

0 = ε_vac ε_∞ E + P,

E = −P/(ε_vac ε_∞).

This field opposes P and stiffens the oscillator. Inserted into the equation of motion, it gives

ω² = ω_TO² [1 + (ε_s − ε_∞)/ε_∞] = ω_TO² ε_s/ε_∞.

That is the formula you used.

For the interface mode, D = −ε_vac E in the oxide. Therefore

−ε_vac E = ε_vac ε_∞ E + P,

E = −P/[ε_vac(ε_∞ + 1)].

The field again opposes P, but the denominator is larger by 1, so for the same P the field is weaker. The equation of motion becomes

ω² = ω_TO² [1 + (ε_s − ε_∞)/(ε_∞ + 1)].

With your numbers the bracket is 1 + 17/6 = 23/6, as before. For the bulk LO mode it is 1 + 17/5 = 22/5. The reduced restoring field puts the interface energy 2.79 meV below the LO energy. Using the LO value in its place would thus overestimate the interface energy by about 7 percent of the latter.

The charge is also placed differently. In the interface mode Laplace's equation holds inside the oxide, so div E = 0 there and the volume carries no net charge. The bound charge sits at the surface. In the bulk LO mode the charge is spread through the volume in alternating layers.

**What this means for the channel**

An electron in a channel above the oxide feels the potential in the vacuum, which falls as exp(−qz). For q = 0.5 nm⁻¹ at a height of 3 nm,

exp(−0.5 × 3) = exp(−1.5) = 0.223.

The potential there is 22 percent of its value at the surface. A spacer between oxide and channel therefore weakens the coupling, and more so for larger q. This estimate treats the spacer as vacuum.

The energy E_SO sets the size of the step in energy. An electron that emits one such phonon loses 39.2 meV, so it needs an empty state that far below its own. An electron that absorbs one gains the same amount, but this requires that the mode already be excited, for instance thermally. The rate of either process needs the amplitude of the potential as well, which the condition ε = −1 does not supply.

**If the upper side is not vacuum**

Suppose the upper half-space is an insulator with a constant relative permittivity κ in this frequency range. The potential has the same form, but D_z above the surface is multiplied by κ. The condition becomes ε(ω) = −κ, and the same algebra with 1 replaced by κ gives

E = E_TO √[(ε_s + κ)/(ε_∞ + κ)].

For κ = 1 we recover the vacuum result. As κ grows, the square root tends to 1 and the energy falls towards E_TO: a strongly polarizable neighbour screens the field that stiffened the vibration. A covering dielectric therefore lowers the energy of the interface phonon in this model.

Mobile electrons in the channel can act in a similar way. Take a thin electron sheet at z = 0 that follows the potential without delay and carries the induced charge per area

σ = −2 ε_vac q_s φ,

where q_s is a positive screening wavevector, taken as constant. The normal component of D now jumps by σ, from the oxide to the vacuum:

ε_vac q A [1 + ε(ω)] = −2 ε_vac q_s A,

ε(ω) = −(1 + 2q_s/q).

The sheet acts as if κ were 1 + 2q_s/q. In this static form it lowers the energy, most strongly at small q, and the energy now depends on the wavelength. For real electrons the static form has a limit, however. In a degenerate sheet with Fermi velocity v_F it requires q to be well above ω/v_F, so that the electrons can rearrange over a wavelength within one period. At small q it therefore fails, and the motion of electrons and ions has to be solved together. It also fails at large q: for a parabolic band q_s is constant only for q below 2k_F, twice the Fermi wavevector, and the screening weakens beyond that. Both conditions can hold together only if ħω is well below 2ħv_F k_F = 4E_F, so a dilute channel has no range of q in which this form applies. Electrons driven too fast to follow respond in antiphase, as the ions do above their resonance, and can then raise the energy instead of lowering it. The value of 39.2 meV is the energy of the bare mode, before the channel is added.

**If the oxide is thin**

The half-space result also requires an oxide thick compared with 1/q. Suppose instead that the oxide has thickness L and rests on an ideal metal gate, where φ = 0. In the oxide we then need the combination of exponentials that vanishes at z = −L and equals A at the surface:

f(z) = A sinh[q(z + L)]/sinh(qL).

Its slope at z = 0 is qA coth(qL), in place of qA. Continuity of D_z gives

−ε(ω) coth(qL) = 1,

ε(ω) = −tanh(qL).

This is the previous condition with κ replaced by t = tanh(qL), so

E = E_TO √[(ε_s + t)/(ε_∞ + t)].

For qL ≫ 1, t tends to 1 and the gate has no influence, because the field has died out before reaching it. For qL ≪ 1, t tends to 0 and the energy rises to the LO value. In that limit the field in the film is nearly normal to the surface, and D_z is small compared with ε_vac E_z, so the ions feel almost the same opposing field as in the bulk LO mode. For a thin oxide on an ideal metal gate, then, the energy depends on q and lies between 39.16 and 41.95 meV with your constants. A doped semiconductor gate does not hold φ = 0 at these frequencies. Its carriers couple to the oxide at the back interface and add further modes outside this range, whose potential reaches the upper surface when qL is small.

**Other conditions on the result**

The electrostatic treatment needs q ≫ ω/c. At the interface energy,

ω/c = E_SO/(ħc) = 1.98 × 10⁻⁴ nm⁻¹.

In the full wave equation the square of the decay constant is q² − εω²/c², where electrostatics has q². Since ε is 1 in the vacuum and −1 in the oxide at this energy, the neglected term has the relative size

(ω/(cq))² = 1.6 × 10⁻⁷ for q = 0.5 nm⁻¹.

It can be ignored at this wavevector. When q is comparable with ω/c, the mode mixes with light and the present formula fails.

Damping can be included by adding −γ dP/dt to the right-hand side of the equation of motion. With time dependence exp(−iωt), this replaces ω² by ω² + iγω in the permittivity. The condition ε = −1 then reads

ω² + iγω = ω_SO²,

ω = −iγ/2 ± √(ω_SO² − γ²/4),

where ω_SO = E_SO/ħ is the undamped frequency. For γ ≪ ω_SO the shift in frequency is of second order in γ, while the amplitude decays as exp(−γt/2). The phonon energy then has a width, but its centre hardly moves.

Finally, the closed formula is for one polar mode. With several modes the permittivity is

ε(ω) = ε_∞ + Σ_j S_j ω_j²/(ω_j² − ω²), S_j > 0,

and ε(ω) = −1 has to be solved with the whole sum. Each term increases with ω² between resonances. Below the lowest resonance ε is positive, so there is no solution. Between two neighbouring resonances ε rises from −∞ to +∞, and above the highest one it rises from −∞ to ε_∞. Each of these intervals contains one solution, so N distinct polar modes give N interface phonons. Your oxide has one mode, and therefore one interface phonon, at 39.2 meV.

All numerical values are calculated from the stated model.
